**Electronic partition function of atomic chlorine**

The program tests q(T) = 4 + 2 exp(−hcD/kT), where D = 882 cm⁻¹ is the splitting between the J = 3/2 and J = 1/2 levels of the 3p⁵ configuration, T is the temperature, and h, c and k are the Planck constant, the speed of light and the Boltzmann constant. It builds the six five-electron states from fermion operators and diagonalises the spin-orbit coupling. It asserts that the lower level is fourfold and the upper twofold, and that the Boltzmann sum over these states agrees with the formula at five temperatures from 150 to 3000 K. It also asserts the mean electronic energy by numerical differentiation and the temperature range for the rounded value by root finding. The output gives q = 4.158 at 500 K, which rounds to 4.16, with 3.80 % of the atoms in the upper level. For the rough reactor conditions chosen, the magnetic field and hyperfine coupling each change q by less than 10⁻⁷, and the estimated bound on higher configurations is far smaller still. Thermal equilibrium between the two levels is assumed; the program estimates the relaxation probability per collision that it would require, but does not calculate the actual probability.

## Numerical verification

```python
# Result under test: the electronic partition function of a chlorine atom,
#     q(T) = 4 + 2 exp(-h c D / (k T)),   equals 4.16 at T = 500 K,
# D = 882 cm^-1: splitting of the 3p^5 levels J = 3/2 (lower) and J = 1/2.
# h, c, k: Planck constant, speed of light, Boltzmann constant.
# Energies are in cm^-1 and are counted from the lowest level.
# Independent road: five electrons in six p spin orbitals, built with fermion
# operators, spin-orbit coupling diagonalised, Boltzmann sum over all states.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

SPLITTING = 882.0          # cm^-1, given
TEMPERATURE = 500.0        # K, given
wavenumber_J = const.h * const.c * 100.0      # energy of 1 cm^-1 in J
k_cm = const.k / wavenumber_J                 # Boltzmann constant, cm^-1/K
cm_to_eV = wavenumber_J / const.e


def q_formula(T, splitting=SPLITTING):
    return 4.0 + 2.0 * np.exp(-splitting / (k_cm * T))


def angular_momentum(j):
    """Matrices of the x, y, z components for quantum number j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2,
            (raising - raising.T) / 2j,
            np.diag(m)]


# One-electron operators in the six p spin orbitals
orbital = [np.kron(a, np.eye(2)) for a in angular_momentum(1)]
spin = [np.kron(np.eye(3), a) for a in angular_momentum(0.5)]
spin_orbit = sum(a @ b for a, b in zip(orbital, spin))

# Fermion annihilation operators with the correct exchange signs
lower_mode = np.array([[0.0, 1.0], [0.0, 0.0]])
sign_mode = np.diag([1.0, -1.0])
annihilate = []
for p in range(6):
    op = np.eye(1)
    for r in range(6):
        factor = sign_mode if r < p else lower_mode if r == p else np.eye(2)
        op = np.kron(op, factor)
    annihilate.append(op)
five = [i for i in range(64) if bin(i).count("1") == 5]


def many_electron(one_body):
    total = sum(one_body[p, r] * annihilate[p].T @ annihilate[r]
                for p in range(6) for r in range(6))
    return total[np.ix_(five, five)]


L = [many_electron(a) for a in orbital]
S = [many_electron(a) for a in spin]
J = [a + b for a, b in zip(L, S)]
coupling = many_electron(spin_orbit)
zeta = 2.0 * SPLITTING / 3.0
H = zeta * coupling
levels, states = np.linalg.eigh(H)
ground = levels[0]

# Term, order, degeneracies and splitting
assert len(five) == 6
assert np.allclose(sum(a @ a for a in L), 2.0 * np.eye(6))
assert np.allclose(sum(a @ a for a in S), 0.75 * np.eye(6))
assert np.allclose(coupling, -sum(a @ b for a, b in zip(L, S)))
excitation = levels - ground
n_lower = int(np.sum(excitation < 1e-6))
n_upper = int(np.sum(abs(excitation - SPLITTING) < 1e-6))
assert (n_lower, n_upper) == (4, 2)
J_squared = states.conj().T @ sum(a @ a for a in J) @ states
assert np.allclose(J_squared, np.diag([3.75] * 4 + [0.75] * 2))


def q_trace(T, hamiltonian=H, zero=ground):
    shifted = hamiltonian - zero * np.eye(len(hamiltonian))
    return np.trace(expm(-shifted / (k_cm * T))).real


for T in (150.0, 300.0, 500.0, 1000.0, 3000.0):
    assert abs(q_trace(T) - q_formula(T)) < 1e-10
assert abs(q_trace(20.0) - 4.0) < 1e-10
assert abs(q_trace(1e7) - 6.0) < 1e-3
q = q_trace(TEMPERATURE)
assert round(q, 2) == 4.16

# Population and mean energy; the energy is checked by differentiation
x = SPLITTING / (k_cm * TEMPERATURE)
boltzmann = np.exp(-x)
upper_fraction = 2 * boltzmann / q_formula(TEMPERATURE)
mean_energy = SPLITTING * upper_fraction
step = 0.05
slope = (np.log(q_trace(TEMPERATURE + step))
         - np.log(q_trace(TEMPERATURE - step))) / (2 * step)
assert abs(k_cm * TEMPERATURE**2 * slope - mean_energy) < 1e-4

# Energy zero at the centre of gravity of the six states
centroid = np.trace(H).real / 6
q_centroid = q_trace(TEMPERATURE, zero=centroid)
assert abs(q_centroid - q_formula(TEMPERATURE) * np.exp(x / 3)) < 1e-9

# Temperatures between which q rounds to 4.16
T_edges = []
for edge in (4.155, 4.165):
    root = brentq(lambda T: q_trace(T) - edge, 300.0, 900.0)
    inverted = SPLITTING / k_cm / np.log(2.0 / (edge - 4.0))
    assert abs(root - inverted) < 1e-6
    T_edges.append(root)
assert T_edges[0] < TEMPERATURE < T_edges[1]
q_narrow = q_formula(TEMPERATURE, SPLITTING + 0.5)
q_wide = q_formula(TEMPERATURE, SPLITTING - 0.5)
assert round(q_narrow, 2) == round(q_wide, 2) == 4.16

# Neglected effects for rough reactor conditions
pressure_torr = 1.0
residence = 0.1            # s, rough
field = 0.1                # T, rough
hyperfine_GHz = 1.0        # rough upper size
floor_eV = 8.0             # rough floor below all higher configurations
cross_section_nm2 = 0.4    # rough gas-kinetic value for Cl with Ar

bohr_magneton = const.physical_constants["Bohr magneton"][0]
zeeman = bohr_magneton * field / wavenumber_J * (L[2] + 2 * S[2])
change_field = q_trace(TEMPERATURE, H + zeeman) - q
hyperfine_cm = hyperfine_GHz * 1e9 / (100 * const.c)
nuclear = angular_momentum(1.5)
H_nuclear = np.kron(H, np.eye(4)) + hyperfine_cm * sum(
    np.kron(a, b) for a, b in zip(J, nuclear))
change_hyperfine = q_trace(TEMPERATURE, H_nuclear) / 4 - q
assert abs(change_field) < 1e-5 and abs(change_hyperfine) < 1e-5

density = pressure_torr * const.torr / (const.k * TEMPERATURE)
spacing = density ** (-1 / 3)
bohr_radius = const.physical_constants["Bohr radius"][0]
n_max = int(np.sqrt(spacing / bohr_radius))
# 15 states of the 3p^4 core times 2 n^2 states of the outer electron
n_states = 15 * sum(2 * n * n for n in range(1, n_max + 1))
kT_eV = const.k * TEMPERATURE / const.e
log_bound = np.log10(n_states) - floor_eV / kT_eV / np.log(10)
assert log_bound < -10

mass_Cl, mass_Ar = 35.45, 39.95      # atomic mass units
reduced = mass_Cl * mass_Ar / (mass_Cl + mass_Ar) * const.atomic_mass
speed = np.sqrt(8 * const.k * TEMPERATURE / (np.pi * reduced))
collision_rate = density * cross_section_nm2 * 1e-18 * speed
collisions = collision_rate * residence

print(f"level splitting D: {SPLITTING:.0f} cm^-1")
print(f"level splitting: {SPLITTING * cm_to_eV:.4f} eV")
print(f"splitting as temperature hcD/k: {SPLITTING / k_cm:.1f} K")
print(f"spin-orbit constant zeta = 2D/3: {zeta:.1f} cm^-1")
print(f"degeneracy, lower level: {n_lower}")
print(f"degeneracy, upper level: {n_upper}")
print(f"temperature: {TEMPERATURE:.0f} K")
print(f"Boltzmann constant k/hc: {k_cm:.6f} cm^-1/K")
print(f"thermal energy kT/hc: {k_cm * TEMPERATURE:.2f} cm^-1")
print(f"thermal energy kT: {kT_eV:.5f} eV")
print(f"exponent x = hcD/kT: {x:.4f}")
print(f"Boltzmann factor exp(-x): {boltzmann:.5f}")
print(f"upper-level term 2 exp(-x): {2 * boltzmann:.5f}")
print(f"q from closed formula: {q_formula(TEMPERATURE):.5f}")
print(f"q from sum over five-electron states: {q:.5f}")
print(f"q to three figures: {q:.2f}")
for T in (300.0, 1000.0, 3000.0):
    print(f"q at {T:.0f} K: {q_trace(T):.4f}")
print(f"fraction of atoms in upper level: {100 * upper_fraction:.2f} %")
print(f"mean electronic energy: {mean_energy:.2f} cm^-1")
print(f"mean electronic energy: {1000 * mean_energy * cm_to_eV:.3f} meV")
print(f"sum with zero at centre of gravity: {q_centroid:.3f}")
print(f"q rounds to 4.16 from: {T_edges[0]:.1f} K")
print(f"q rounds to 4.16 up to: {T_edges[1]:.1f} K")
print(f"q for D larger by 0.5 cm^-1: {q_narrow:.5f}")
print(f"q for D smaller by 0.5 cm^-1: {q_wide:.5f}")
print(f"pressure (rough): {pressure_torr:.1f} Torr")
print(f"residence time (rough): {residence:.1f} s")
print(f"magnetic field (rough): {field:.1f} T")
print(f"change of q by the field: {change_field:.1e}")
print(f"hyperfine constant (rough): {hyperfine_GHz:.1f} GHz")
print(f"change of q by hyperfine coupling: {change_hyperfine:.1e}")
print(f"assumed floor of higher states (rough): {floor_eV:.1f} eV")
print(f"mean distance of gas particles: {spacing * 1e9:.1f} nm")
print(f"largest Rydberg n that fits: {n_max}")
print(f"number of higher states counted: {n_states:.2e}")
print(f"log10 of bound on their part of q: {log_bound:.1f}")
print(f"Cl-Ar cross-section (rough): {cross_section_nm2:.1f} nm^2")
print(f"mean relative speed Cl-Ar: {speed:.0f} m/s")
print(f"collision rate per Cl atom: {collision_rate:.1e} s^-1")
print(f"collisions in residence time: {collisions:.1e}")
print(f"relaxation probability needed: {1 / collisions:.1e} per collision")
print(f"statistical upper fraction: {100 * n_upper / len(five):.1f} %")
print("every check passed")
```

Running it gives:

```
level splitting D: 882 cm^-1
level splitting: 0.1094 eV
splitting as temperature hcD/k: 1269.0 K
spin-orbit constant zeta = 2D/3: 588.0 cm^-1
degeneracy, lower level: 4
degeneracy, upper level: 2
temperature: 500 K
Boltzmann constant k/hc: 0.695035 cm^-1/K
thermal energy kT/hc: 347.52 cm^-1
thermal energy kT: 0.04309 eV
exponent x = hcD/kT: 2.5380
Boltzmann factor exp(-x): 0.07902
upper-level term 2 exp(-x): 0.15805
q from closed formula: 4.15805
q from sum over five-electron states: 4.15805
q to three figures: 4.16
q at 300 K: 4.0291
q at 1000 K: 4.5622
q at 3000 K: 5.3102
fraction of atoms in upper level: 3.80 %
mean electronic energy: 33.52 cm^-1
mean electronic energy: 4.157 meV
sum with zero at centre of gravity: 9.690
q rounds to 4.16 from: 496.2 K
q rounds to 4.16 up to: 508.6 K
q for D larger by 0.5 cm^-1: 4.15782
q for D smaller by 0.5 cm^-1: 4.15828
pressure (rough): 1.0 Torr
residence time (rough): 0.1 s
magnetic field (rough): 0.1 T
change of q by the field: 8.3e-08
hyperfine constant (rough): 1.0 GHz
change of q by hyperfine coupling: 8.7e-08
assumed floor of higher states (rough): 8.0 eV
mean distance of gas particles: 37.3 nm
largest Rydberg n that fits: 26
number of higher states counted: 1.86e+05
log10 of bound on their part of q: -75.4
Cl-Ar cross-section (rough): 0.4 nm^2
mean relative speed Cl-Ar: 751 m/s
collision rate per Cl atom: 5.8e+06 s^-1
collisions in residence time: 5.8e+05
relaxation probability needed: 1.7e-06 per collision
statistical upper fraction: 33.3 %
every check passed
```
